# Folded Force Constants and the Error of Fourier-Interpolated Dynamical Matrices

A phonon calculation by density functional perturbation theory has to settle how many wavevectors to pay for. Each wavevector not related to another by symmetry requires its own linear-response calculation, whereas a dispersion curve or a density of states needs the dynamical matrix at thousands of them. Fourier interpolation computes the matrices on a coarse grid, transforms them to force constants in real space, and transforms back at any desired wavevector. Whether the grid is dense enough depends on what the first transform returns, and on how much of the true force constants it puts in the wrong place.

Let $\mathbf R$ be the lattice vectors and let atom $\kappa$, of mass $M_\kappa$, sit at $\boldsymbol\tau_\kappa$ in each cell. In the harmonic approximation the second derivatives of the energy with respect to displacements of atom $\kappa$ in cell $\mathbf 0$ and atom $\kappa'$ in cell $\mathbf R$ form a real $3\times3$ matrix $\Phi_{\kappa\kappa'}(\mathbf R)$. Define

$$C_{\kappa\kappa'}(\mathbf R)=\frac{\Phi_{\kappa\kappa'}(\mathbf R)}{\sqrt{M_\kappa M_{\kappa'}}},\qquad
D_{\kappa\kappa'}(\mathbf q)=\sum_{\mathbf R}C_{\kappa\kappa'}(\mathbf R)\,e^{i\mathbf q\cdot\mathbf R}.$$

Inserting displacements $M_\kappa^{-1/2}\mathbf e_\kappa e^{i(\mathbf q\cdot\mathbf R-\omega t)}$ into Newton's equations gives $\omega^2\mathbf e_\kappa=\sum_{\kappa'}D_{\kappa\kappa'}(\mathbf q)\mathbf e_{\kappa'}$, so the eigenvalues of $D$ are the squared frequencies. The phase contains the cell vector alone, which makes $D$ periodic in reciprocal space. If a code includes the factor $e^{i\mathbf q\cdot(\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)}$, it must be divided out first.

Second derivatives can be taken in either order, and shifting both cells by $-\mathbf R$ leaves them unchanged, so $C_{\kappa'\kappa}(-\mathbf R)=C_{\kappa\kappa'}(\mathbf R)^T$. It follows that

$$D_{\kappa'\kappa}(\mathbf q)^\dagger=\sum_{\mathbf R}C_{\kappa'\kappa}(\mathbf R)^Te^{-i\mathbf q\cdot\mathbf R}
=\sum_{\mathbf R}C_{\kappa\kappa'}(-\mathbf R)e^{-i\mathbf q\cdot\mathbf R}=D_{\kappa\kappa'}(\mathbf q),$$

and $D$ is Hermitian. I write $\|\cdot\|$ for the spectral norm, the largest factor by which a matrix can stretch a vector, and assume that $\sum_{\mathbf R}\|C_{\kappa\kappa'}(\mathbf R)\|$ is finite for every pair. This permits the reordering of sums below. The assumption fails, for example, in three-dimensional polar insulators, which are treated at the end.

Let $\mathbf a_i$ be the primitive vectors and $\mathbf b_i$ their reciprocals, $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The grid is

$$\mathbf q=\sum_{i=1}^3\frac{m_i}{N_i}\mathbf b_i,\qquad m_i=0,\dots,N_i-1,\qquad N=N_1N_2N_3.$$

For a lattice vector $\mathbf S=\sum_i s_i\mathbf a_i$, the average of $e^{i\mathbf q\cdot\mathbf S}$ over the grid factorizes into

$$\frac1N\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf S}=\prod_{i=1}^3\left[\frac1{N_i}\sum_{m=0}^{N_i-1}z_i^m\right],\qquad z_i=e^{2\pi is_i/N_i}.$$

If $N_i$ divides $s_i$, then $z_i=1$ and the bracket is 1. Otherwise the geometric sum is $(1-z_i^{N_i})/(1-z_i)$, which vanishes because $z_i^{N_i}=e^{2\pi is_i}=1$. The average is therefore 1 when $\mathbf S$ is a vector $\mathbf L=\sum_i\ell_iN_i\mathbf a_i$ of the superlattice, with integer $\ell_i$, and 0 otherwise.

The inverse transform of the grid matrices is now

$$\hat C(\mathbf R)\equiv\frac1N\sum_{\mathbf q}D(\mathbf q)e^{-i\mathbf q\cdot\mathbf R}
=\sum_{\mathbf R'}C(\mathbf R')\,\frac1N\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf R'-\mathbf R)}
=\sum_{\mathbf L}C(\mathbf R+\mathbf L),$$

since the surviving terms have $\mathbf R'=\mathbf R+\mathbf L$. The grid returns force constants summed over supercell images, not the force constants themselves.

These sums are what a finite-displacement calculation in an $N_1\times N_2\times N_3$ supercell measures. Displacing one atom there displaces its periodic images too. The force on atom $\kappa'$ in cell $\mathbf R$ caused by the image in cell $\mathbf L$ is governed by $\Phi_{\kappa\kappa'}(\mathbf R-\mathbf L)$, and summing over all $\mathbf L$ gives the same folded constant. The numerical check tests this on a two-dimensional lattice with two atoms per cell and an exponential pair potential. Forces from finite displacements in a $2\times3$ supercell agree with the inverse transform to $4\times10^{-8}$ in model units, while folding changes individual constants by up to 0.47.

To evaluate the matrix away from the grid, each folded constant must be assigned to actual lattice vectors, because $e^{i\mathbf q\cdot\mathbf R}$ now differs between images. Let nonnegative weights $w_{\kappa\kappa'}(\mathbf R)$, nonzero for finitely many $\mathbf R$, share out each constant completely:

$$\sum_{\mathbf L}w_{\kappa\kappa'}(\mathbf R+\mathbf L)=1,\qquad
D^{I}_{\kappa\kappa'}(\mathbf q)=\sum_{\mathbf R}w_{\kappa\kappa'}(\mathbf R)\hat C_{\kappa\kappa'}(\mathbf R)e^{i\mathbf q\cdot\mathbf R}.$$

A natural choice is to use the image with the shortest interatomic separation $|\mathbf R+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa|$, with weight $1/g$ each if $g$ images tie. Exchanging the atoms and reversing $\mathbf R$ reverses the separation without changing its length, so $w_{\kappa'\kappa}(-\mathbf R)=w_{\kappa\kappa'}(\mathbf R)$. The image sum also gives $\hat C_{\kappa'\kappa}(-\mathbf R)=\hat C_{\kappa\kappa'}(\mathbf R)^T$, because the set of $\mathbf L$ is unchanged by $\mathbf L\to-\mathbf L$. The argument that made $D$ Hermitian then applies to $D^I$.

For the error, drop the atom labels and insert the image sum:

$$D^I(\mathbf q)=\sum_{\mathbf R}\sum_{\mathbf L}w(\mathbf R)C(\mathbf R+\mathbf L)e^{i\mathbf q\cdot\mathbf R}.$$

Name the argument of $C$ as $\mathbf S=\mathbf R+\mathbf L$, so that $\mathbf R=\mathbf S-\mathbf L$, and then replace the summation variable $\mathbf L$ by $-\mathbf L$. The exact matrix can be given the same form by inserting $1=\sum_{\mathbf L}w(\mathbf S+\mathbf L)$:

$$D^I(\mathbf q)=\sum_{\mathbf S}C(\mathbf S)\sum_{\mathbf L}w(\mathbf S+\mathbf L)e^{i\mathbf q\cdot(\mathbf S+\mathbf L)},\qquad
D(\mathbf q)=\sum_{\mathbf S}C(\mathbf S)\sum_{\mathbf L}w(\mathbf S+\mathbf L)e^{i\mathbf q\cdot\mathbf S}.$$

Their difference $E=D^I-D$ is

$$E(\mathbf q)=\sum_{\mathbf S}C(\mathbf S)e^{i\mathbf q\cdot\mathbf S}\sum_{\mathbf L}w(\mathbf S+\mathbf L)\left[e^{i\mathbf q\cdot\mathbf L}-1\right].$$

Each true force constant contributes an error through the phase between its own position and the position to which it was assigned. On the grid $e^{i\mathbf q\cdot\mathbf L}=1$, so $E=0$ for any choice of weights. Agreement at the computed wavevectors therefore says nothing about the quality of the interpolation.

Between grid points, $e^{ix}-1=2i\,e^{ix/2}\sin(x/2)$, hence $|e^{ix}-1|=2|\sin(x/2)|$. The triangle inequality gives, for each block,

$$\|E_{\kappa\kappa'}(\mathbf q)\|\le2\sum_{\mathbf S}\|C_{\kappa\kappa'}(\mathbf S)\|\sum_{\mathbf L}w_{\kappa\kappa'}(\mathbf S+\mathbf L)\left|\sin\frac{\mathbf q\cdot\mathbf L}2\right|.$$

The term $\mathbf L=\mathbf0$ vanishes. In the others the sine is at most 1, and their weights add up to $1-w_{\kappa\kappa'}(\mathbf S)$. Thus

$$\|E_{\kappa\kappa'}(\mathbf q)\|\le2T_{\kappa\kappa'},\qquad
T_{\kappa\kappa'}=\sum_{\mathbf S}\left[1-w_{\kappa\kappa'}(\mathbf S)\right]\|C_{\kappa\kappa'}(\mathbf S)\|.$$

This defines the tail. With shortest-image weights, a constant whose separation is the unique shortest among its images counts zero, a tied one counts in part, and all those farther out count in full.

The blocks remain to be combined. From here on the weights are assumed to satisfy $w_{\kappa'\kappa}(-\mathbf R)=w_{\kappa\kappa'}(\mathbf R)$, as shortest-image weights do. Then $D^I$, and with it $E$, is Hermitian, and $T_{\kappa\kappa'}=T_{\kappa'\kappa}$ because a matrix and its transpose have the same norm. Since $E$ is Hermitian, $\|E\|$ is the maximum of $|v^\dagger Ev|$ over unit vectors $v$. Let $v_\kappa$ be the part of $v$ on atom $\kappa$. Using $|v_\kappa||v_{\kappa'}|\le\frac12(|v_\kappa|^2+|v_{\kappa'}|^2)$ and the symmetry $T_{\kappa\kappa'}=T_{\kappa'\kappa}$,

$$|v^\dagger Ev|\le\sum_{\kappa\kappa'}2T_{\kappa\kappa'}|v_\kappa||v_{\kappa'}|
\le\sum_\kappa|v_\kappa|^2\sum_{\kappa'}2T_{\kappa\kappa'}.$$

The squares $|v_\kappa|^2$ sum to 1, so the right side cannot exceed the largest row sum:

$$\boxed{\;\|D^I(\mathbf q)-D(\mathbf q)\|\le B,\qquad B=2\max_\kappa\sum_{\kappa'}T_{\kappa\kappa'}\;}$$

With shortest-image weights, $B$ tends to zero as all $N_i$ grow. Any fixed $\mathbf S$ eventually becomes the unique shortest member of its class and leaves the tail, and what remains beyond a large radius is small because the norms are summable. The rate depends on how fast the force constants decay.

The bound carries over to frequencies. The $j$-th eigenvalue, in increasing order, is the minimum over $j$-dimensional subspaces of the maximum of $v^\dagger Dv$ over unit vectors in the subspace. Adding $E$ changes every $v^\dagger Dv$ by at most $\|E\|$, so each ordered eigenvalue moves by at most $\|E\|\le B$. If both squared frequencies are nonnegative and $\omega>0$,

$$|\omega_I-\omega|=\frac{|\omega_I^2-\omega^2|}{\omega_I+\omega}\le\frac B{\omega}.$$

For soft modes the statement about $\omega^2$ is the useful one. An interpolated eigenvalue between $-B$ and 0 does not establish an instability, since the true one may be positive.

A chain of equal masses $M$ with spacing $a$ shows the sizes involved. Let springs $K_n=K_0r^{n-1}$ join $n$-th neighbours, with model parameters $K_0=20$ N/m, $r=0.4$ and $M=30$ u. I quote $\Phi=MC$ and $MD$, both in N/m. The force constants are $\Phi(\pm n)=-K_n$ and $\Phi(0)=2\sum_{n\ge1}K_n$, so with $\theta=qa$

$$MD(\theta)=2\sum_{n\ge1}K_n(1-\cos n\theta)
=2K_0\left[\frac1{1-r}-\frac{\cos\theta-r}{1-2r\cos\theta+r^2}\right].$$

The second fraction is the real part of $\sum_{n\ge1}r^{n-1}e^{in\theta}=e^{i\theta}/(1-re^{i\theta})$, after multiplication of numerator and denominator by $1-re^{-i\theta}$.

On the grid $\theta=0,\pi/2,\pi,3\pi/2$ the values are 0, 80.46, 95.24 and 80.46 N/m. The inverse transform gives

$$\begin{aligned}
\hat\Phi(0)&=\tfrac14(0+80.46+95.24+80.46)=64.04,\\
\hat\Phi(1)&=\tfrac14(0-80.46\,i-95.24+80.46\,i)=-23.81,\\
\hat\Phi(2)&=\tfrac14(0-80.46+95.24-80.46)=-16.42,
\end{aligned}$$

in N/m, and $\hat\Phi(3)=\hat\Phi(1)$. The image sum gives the same numbers. For $n=1$, images on the right lie at distances $1,5,9,\dots$ and those on the left at $3,7,11,\dots$, so

$$\hat\Phi(1)=-K_0\frac{1+r^2}{1-r^4}=-20\times\frac{1.16}{0.9744}=-23.81\ \text{N/m}.$$

The true value is $-20$ N/m. At $n=2$ the folded constant is about twice the true $-8$ N/m, because the two nearest images are equally distant.

Shortest-image weights are 1 for $n=0,\pm1$ and $\tfrac12$ for $n=\pm2$. Halfway between the first two grid points, at $\theta=\pi/4$,

$$MD^I=64.04-2(23.81)\cos\frac\pi4-16.42\cos\frac\pi2=30.37\ \text{N/m},$$

whereas the closed form gives $40\,(1.6667-0.5167)=46.00$ N/m. The error is $-15.63$ N/m, or 34% of the exact value. With $\nu=\sqrt{D}/2\pi$, the frequency is 3.93 THz (131 cm$^{-1}$) instead of 4.84 THz (161 cm$^{-1}$), which is 19% too low.

The error formula shows where this comes from. The constants at $n=\pm3$ are assigned to $\mp1$, so their cosine changes from $-0.707$ to $0.707$ and they contribute $-2K_3(1.414)=-9.05$ N/m. Those at $\pm4$ are assigned to 0, where the cosine is 1 instead of $-1$, and contribute $-4K_4=-5.12$ N/m. Those at $\pm5$ are assigned to $\pm1$ and contribute $-2K_5(1.414)=-1.45$ N/m. The sum is $-15.62$ N/m; more distant springs supply the remaining $-0.01$ N/m.

For even $N$ the tail contains half of each constant at $\pm N/2$ and all those beyond:

$$MB=2\left[K_{N/2}+2\sum_{n>N/2}K_n\right]
=2K_0r^{N/2-1}\left[1+\frac{2r}{1-r}\right]
=2K_0r^{N/2-1}\frac{1+r}{1-r}.$$

At $N=4$ this is $40\times0.4\times1.4/0.6=37.33$ N/m. Part of the slack has a definite cause. The two constants at $\pm N/2$ are equal, and sharing each between both positions leaves their sum unchanged, so in this chain they produce no error although the bound counts them. Omitting them leaves $4\sum_{n>2}K_n=21.33$ N/m, against a largest error of 15.63 N/m found on a fine scan of $\theta$.

The bound falls by the factor $r$ whenever $N$ increases by 2. For $N=6$, 8 and 12 it is 14.93, 5.97 and 0.96 N/m, while the largest errors on the scan are 5.66, 2.23 and 0.39 N/m. The largest frequency errors are 0.41, 0.17 and 0.027 THz, compared with 0.98 THz for $N=4$.

The choice of images matters as well. Placing the four folded constants at $n=0,1,2,3$ still reproduces the grid data, but at $\theta=\pi/4$ it gives $MD^I=64.04-50.09\,i$ N/m. A complex value for a one-by-one dynamical matrix is not Hermitian and defines no real squared frequency.

The factor 2 in the bound cannot be lowered in general. Consider a chain with two kinds of spring, $K_1$ between nearest neighbours and $K_N$ between atoms $N$ spacings apart, with $N\ge3$:

$$MD(\theta)=2K_1(1-\cos\theta)+2K_N(1-\cos N\theta).$$

At every grid point $\cos N\theta=1$, so the long spring is invisible. In real space its constants $-K_N$ at $\pm N$ fold onto $n=0$ and cancel the $2K_N$ it added there. The interpolant is $2K_1(1-\cos\theta)$, and at $\theta=\pi/N$ it is wrong by $4K_N$. The tail consists of the two constants at $\pm N$, so $MB=2(2K_N)=4K_N$, equal to the error. For $K_4=1$ N/m and $N=4$ both are 4 N/m.

This example also limits what can be inferred in practice. The bound refers to the true force constants, and the grid supplies folded ones. Small folded constants near the supercell boundary suggest a small tail if the decay is regular, but they do not prove it. A direct calculation at a wavevector off the grid measures the error there, and so gives a lower limit on the largest error. Turning such evidence into an upper bound requires a further assumption about the true force constants, such as how fast they decay.

In a three-dimensional insulator with nonzero Born effective charges the summability assumption fails. The interaction of displaced charges contains the dipole tensor $(1-3\hat{\mathbf R}\hat{\mathbf R}^T)/R^3$, here with unit prefactor and isotropic screening. Its eigenvalues are $1/R^3$ twice and $-2/R^3$, so its norm is $2/R^3$. With one lattice point per unit volume, the points between radii $R_0$ and $2R_0$ contribute approximately

$$\int_{R_0}^{2R_0}4\pi R^2\,\frac2{R^3}\,dR=8\pi\ln2=17.42.$$

Explicit sums on a cubic lattice give 17.52 for $R_0=5$ and 17.43 for $R_0=10$. Every doubling of the radius adds about the same amount, so the total diverges logarithmically and $B$ is infinite.

The interpolation itself fails near $\Gamma$, not just the bound. For $R\neq0$ the dipole tensor equals $-\partial_\alpha\partial_\beta(1/R)$, and the Fourier transform of $1/R$ is $4\pi/q^2$, so the long-wavelength part of its lattice sum contains the term $4\pi q_\alpha q_\beta/q^2$, which does not shrink as $\mathbf q\to0$ and depends on the direction of $\mathbf q$. In such a three-dimensional crystal $D(\mathbf q)$ can approach different limits $D_1$ and $D_2$ as $\mathbf q\to0$ along different directions, whereas $D^I$ is a finite sum of continuous functions. From

$$\|D_1-D_2\|\le\|D_1-D^I(\mathbf0)\|+\|D^I(\mathbf0)-D_2\|$$

at least one term on the right is no smaller than $\frac12\|D_1-D_2\|$. Errors of that size persist arbitrarily close to $\Gamma$ for every finite grid.

The remedy is to write $D=D^{\rm LR}+D^{\rm SR}$, where $D^{\rm LR}$ is a dipole–dipole model built from the Born charges and the dielectric tensor. It is subtracted at the grid points, with the same convention at $\Gamma$ as the computed matrix; the remainder is interpolated, and $D^{\rm LR}$ is added back at the target wavevector. Because the added part is evaluated directly, the whole interpolation error is that of $D^{\rm SR}$. The bound then holds with the force constants of $D^{\rm SR}$ in the tail, provided that the subtraction has made them absolutely summable.

## Table of computed values

```
chain: K0 = 20.0 N/m, ratio r = 0.4
chain: mass = 30.0 u; grid size N = 4
M*D at qa = 0.00*2pi: 0.0000 N/m
M*D at qa = 0.25*2pi: 80.4598 N/m
M*D at qa = 0.50*2pi: 95.2381 N/m
M*D at qa = 0.75*2pi: 80.4598 N/m
n=0: folded 64.0394, true 66.6667 N/m
n=1: folded -23.8095, true -20.0000 N/m
n=2: folded -16.4204, true -8.0000 N/m
n=3: folded -23.8095, true -3.2000 N/m
test point qa = 0.25 pi
exact M*D = 45.9970 N/m
interpolated M*D = 30.3677 N/m
error (interpolated - exact) = -15.6294 N/m
uniform error bound = 37.3333 N/m
one-sided images: real part = 64.0394 N/m
one-sided images: imag part = -50.0921 N/m
exact frequency = 4.8362 THz = 161.32 cm^-1
interpolated frequency = 3.9295 THz = 131.08 cm^-1
frequency error bound (B/omega form) = 3.9252 THz
N=4: max error 15.63237, bound 37.33333 N/m
N=4: max frequency error 0.98196 THz
N=6: max error 5.66128, bound 14.93333 N/m
N=6: max frequency error 0.41066 THz
N=8: max error 2.23088, bound 5.97333 N/m
N=8: max frequency error 0.16787 THz
N=12: max error 0.38989, bound 0.95573 N/m
N=12: max frequency error 0.02748 THz
hidden-spring chain: K_1 = 20.0, K_4 = 1.0 N/m
hidden spring: error 4.000000, bound 4.000000 N/m
2D supercell: 2 x 3, decay length 0.35 (model units)
2D: transform vs forces, max gap 4.2e-08 (model units)
2D: largest folding change 0.47192 (model units)
2D: largest matrix error 0.52737 (model units)
2D: largest eigenvalue error 0.29591 (model units)
2D: uniform bound 2.38071 (model units)
2D: largest error/q-dependent bound 0.4464 (no unit)
dipole norm sum, 5 < R <= 10: 17.5238 (no unit)
dipole norm sum, 10 < R <= 20: 17.4347 (no unit)
dipole continuum value 8 pi ln 2 = 17.4207 (no unit)
```
